\section*{Why Ehrenfest dephasing has the right magnitude but a drifting phase}

\section*{Question}

I am testing an Ehrenfest code on a model that I thought I understood. Two electronic states $|0\rangle$ and $|1\rangle$ are coupled to harmonic modes but not to each other:
\begin{equation}
H=\sum_{k=0,1}|k\rangle\langle k|\Big(E_k+h_B+\sum_j g_{kj}q_j\Big),\qquad
h_B=\sum_j\tfrac12\big(p_j^2+\omega_j^2q_j^2\big).
\label{eq:H}
\end{equation}
I start from a superposition with populations $P_0$ and $P_1$, times the thermal state of $h_B$. The initial nuclear positions and momenta are drawn from the thermal Wigner function, and I average the electronic density matrix over the trajectories.

Each trajectory keeps $|\rho_{10}|$ constant, as it must, since its electrons stay in a pure state with constant populations. Yet the average decays, and its magnitude agrees with a full quantum calculation within my sampling error. With $P_0=P_1$ the complex coherence agrees too. With $P_1=0.2$ the magnitude is still right, but the phase drifts away from the quantum result, and more trajectories do not help.

Is the agreement of the magnitude an accident of my parameters? And is the phase drift a bug, or does it belong to the method?

\section*{Answer}

Neither an accident nor a bug. For your Hamiltonian the exact coherence can itself be written as an average over classical paths. Ehrenfest dynamics uses the same average with a different constant force on the nuclei. I use Hartree atomic units and mass-weighted coordinates, so $\hbar=1$ and no masses appear.

\subsection*{The exact coherence as a phase-space average}

Since $|k\rangle\langle k|$ commutes with $H$, the populations are constant. Let $h_k=h_B+\sum_jg_{kj}q_j$, and write the electronic coherence as
\begin{equation}
\rho_{10}(t)=\rho_{10}(0)\,e^{-i(E_1-E_0)t}F(t),\qquad F(t)=\mathrm{Tr}\,X(t).
\label{eq:F}
\end{equation}
Here $X$ is the bath operator left in the block $\langle1|\rho_{\rm tot}|0\rangle$ once the prefactors are removed. It starts as the thermal state $\rho_B$. In this block $H$ acts from the left as state 1 and from the right as state 0, so
\begin{equation}
i\,\dot X=h_1X-Xh_0 .
\label{eq:X}
\end{equation}

Take one mode first and define the Wigner transform
\begin{equation}
W(q,p)=\frac1{2\pi}\int dy\,e^{-ipy}\,\langle q+\tfrac y2|X|q-\tfrac y2\rangle .
\end{equation}
Multiplying $X$ by the position operator from the left gives a factor $q+y/2$ under the integral. Because $y\,e^{-ipy}=i\partial_pe^{-ipy}$, this factor becomes a derivative. From the right the factor is $q-y/2$. For the momentum operator, $-i\partial_x$ acts on the left argument $x=q+y/2$ and $+i\partial_{x'}$ on the right argument $x'=q-y/2$, with $\partial_x=\frac12\partial_q+\partial_y$ and $\partial_{x'}=\frac12\partial_q-\partial_y$. An integration by parts turns $\partial_y$ into $ip$. The rules are
\begin{align}
qX&\to\big(q+\tfrac i2\partial_p\big)W, & Xq&\to\big(q-\tfrac i2\partial_p\big)W,\nonumber\\
pX&\to\big(p-\tfrac i2\partial_q\big)W, & Xp&\to\big(p+\tfrac i2\partial_q\big)W .
\label{eq:rules}
\end{align}
Apply them to each part of $h_1X-Xh_0$. In the two squares only the cross terms survive the subtraction:
\begin{align}
\tfrac12(p^2X-Xp^2)&\to-ip\,\partial_qW,\nonumber\\
\tfrac12\omega^2(q^2X-Xq^2)&\to i\omega^2q\,\partial_pW,\nonumber\\
g_1qX-g_0Xq&\to(g_1-g_0)qW+\tfrac i2(g_0+g_1)\partial_pW .
\end{align}
Dividing by $i$ gives
\begin{equation}
\partial_tW=-p\,\partial_qW+\Big[\omega^2q+\tfrac12(g_0+g_1)\Big]\partial_pW-i(g_1-g_0)q\,W .
\label{eq:W}
\end{equation}
No term has been dropped. The equation is first order in the derivatives, so it can be solved along classical paths. These obey
\begin{equation}
\dot q=p,\qquad \dot p=-\omega^2q-\tfrac12(g_0+g_1),
\label{eq:exactpath}
\end{equation}
and along each of them $\dot W=-i(g_1-g_0)q\,W$. The flow preserves phase-space volume, because $\dot q$ does not depend on $q$ and $\dot p$ does not depend on $p$. The trace $F=\int dq\,dp\,W$ can therefore be taken over the initial points. For many modes,
\begin{equation}
F(t)=\Big\langle\exp\Big[-i\sum_j\Delta_j\int_0^tq_j(t')\,dt'\Big]\Big\rangle_{W_B},\qquad \Delta_j=g_{1j}-g_{0j},
\label{eq:Fpath}
\end{equation}
where the brackets denote the average over the initial Wigner function $W_B$ of the bath. The nuclei feel half the force of each state, whatever the populations are, because the coherence has state 1 on one side and state 0 on the other.

\subsection*{What Ehrenfest dynamics does instead}

In an Ehrenfest trajectory the amplitudes $c_k$, with the factors $e^{-iE_kt}$ removed, and the nuclei obey
\begin{equation}
i\dot c_k=\Big(\sum_jg_{kj}q_j\Big)c_k,\qquad
\dot p_j=-\omega_j^2q_j-\sum_k|c_k|^2g_{kj}.
\end{equation}
The factor multiplying $c_k$ is real, so $|c_k|^2=P_k$ stays constant, and
\begin{equation}
c_1c_0^*(t)=c_1c_0^*(0)\exp\Big[-i\sum_j\Delta_j\int_0^tq_j\,dt'\Big].
\end{equation}
This is the phase factor of Eq.~(\ref{eq:Fpath}), averaged over the same initial distribution. The one difference is the force. Writing it as $-f_j$ in both cases,
\begin{equation}
f_j^{\rm exact}=\tfrac12(g_{0j}+g_{1j}),\qquad f_j^{\rm Ehr}=P_0g_{0j}+P_1g_{1j}.
\label{eq:forces}
\end{equation}

For a constant force $-f_j$ the path is
\begin{equation}
q_j(t)=q_{j0}\cos\omega_jt+\frac{p_{j0}}{\omega_j}\sin\omega_jt-\frac{f_j}{\omega_j^2}(1-\cos\omega_jt),
\end{equation}
and its time integral is
\begin{equation}
\int_0^tq_j\,dt'=\frac{\sin\omega_jt}{\omega_j}q_{j0}+\frac{1-\cos\omega_jt}{\omega_j^2}p_{j0}-\frac{f_j}{\omega_j^2}\tau_j,\qquad
\tau_j=t-\frac{\sin\omega_jt}{\omega_j}.
\label{eq:integral}
\end{equation}
The force enters through the last term alone, and that term is the same for every initial point. It comes out of the average as the phase factor $\exp(i\sum_j\Delta_jf_j\tau_j/\omega_j^2)$. The rest, which contains the spread over initial conditions, is identical in the two calculations.

To compare the phases, use $P_0+P_1=1$, which gives $P_1-\frac12=\frac12(P_1-P_0)$ and $P_0-\frac12=-\frac12(P_1-P_0)$. Then
\begin{equation}
f_j^{\rm Ehr}-f_j^{\rm exact}=\tfrac12(P_1-P_0)\Delta_j .
\end{equation}
Multiplying by $\Delta_j\tau_j/\omega_j^2$ and summing over modes,
\begin{equation}
\frac{F_{\rm Ehr}(t)}{F_{\rm exact}(t)}=\exp\Big[i(P_1-P_0)\sum_j\lambda_j\tau_j\Big],\qquad \lambda_j=\frac{\Delta_j^2}{2\omega_j^2}.
\label{eq:ratio}
\end{equation}
So the magnitudes agree at all times, and the phases agree at all times when $P_0=P_1$. This step has not used the thermal form of $W_B$, so it holds for any initial bath state in a product with the electrons.

The energy $\lambda_j$ has a direct meaning. The potential of state $k$ has its minimum at $q_j=-g_{kj}/\omega_j^2$, so the two minima are $\Delta_j/\omega_j^2$ apart. Climbing that distance from a minimum costs $\frac12\omega_j^2(\Delta_j/\omega_j^2)^2=\lambda_j$, the reorganization energy of the mode.

The exact $F$ may have a phase of its own. For the thermal state the average over the initial points is real and positive, as shown below, so this phase comes from the force term alone. From $\Delta_jf_j^{\rm exact}=\frac12(g_{1j}^2-g_{0j}^2)$ it is $\sum_j(g_{1j}^2-g_{0j}^2)\tau_j/(2\omega_j^2)$, which vanishes for $g_{1j}=-g_{0j}$. The spurious part is the ratio (\ref{eq:ratio}), and it depends on the couplings through their difference alone.

\subsection*{The decay itself}

For the explicit decay we need the thermal Wigner function. Up to normalization, $\rho_B=e^{-\beta h_B}$ with $\beta=1/k_BT$, so $-\partial_\beta\rho_B=\frac12(h_B\rho_B+\rho_Bh_B)$. In this symmetric sum the cross terms of the squares cancel and the rules (\ref{eq:rules}) give, for one mode,
\begin{equation}
-\partial_\beta W=\epsilon W-\tfrac18\big(\partial_q^2+\omega^2\partial_p^2\big)W,\qquad \epsilon=\tfrac12(p^2+\omega^2q^2).
\end{equation}
Try $W=N(\beta)e^{-a(\beta)\epsilon}$. Then $(\partial_q^2+\omega^2\partial_p^2)W=(-2a\omega^2+2a^2\omega^2\epsilon)W$. Matching the terms proportional to $\epsilon$ gives $a'=1-a^2\omega^2/4$; the remaining terms fix $N$. At $\beta=0$ the operator is the identity, whose Wigner function is constant, so $a(0)=0$ and
\begin{equation}
a=\frac2\omega\tanh\frac{\beta\omega}2 .
\end{equation}
The thermal Wigner function is a positive Gaussian with variances $\langle p^2\rangle=1/a$ and $\langle q^2\rangle=1/(a\omega^2)$:
\begin{equation}
\langle q_j^2\rangle=\frac1{2\omega_j}\coth\frac{\omega_j}{2k_BT},\qquad
\langle p_j^2\rangle=\omega_j^2\langle q_j^2\rangle .
\label{eq:var}
\end{equation}

For a Gaussian variable $\theta$ of zero mean, $\langle e^{-i\theta}\rangle=e^{-\langle\theta^2\rangle/2}$. Here $\theta$ is the part of $\sum_j\Delta_j\int q_jdt'$ that depends on the initial point. Positions and momenta are uncorrelated, so
\begin{align}
\langle\theta^2\rangle&=\sum_j\frac{\Delta_j^2\langle q_j^2\rangle}{\omega_j^2}\big[\sin^2\omega_jt+(1-\cos\omega_jt)^2\big]\nonumber\\
&=\sum_j\frac{2\Delta_j^2\langle q_j^2\rangle}{\omega_j^2}(1-\cos\omega_jt).
\end{align}
Inserting Eq.~(\ref{eq:var}) and the Huang--Rhys factor $S_j=\lambda_j/\omega_j=\Delta_j^2/(2\omega_j^3)$,
\begin{equation}
|F_{\rm Ehr}|=|F_{\rm exact}|=e^{-\Gamma(t)},\qquad
\Gamma(t)=\sum_jS_j\coth\frac{\omega_j}{2k_BT}\,(1-\cos\omega_jt).
\label{eq:gamma}
\end{equation}

This resolves your puzzle about single trajectories. Each one contributes a number of constant magnitude, and the decay comes from the spread of their phases. The magnitude is a property of the ensemble.

The sampling matters. Classical Boltzmann sampling has $\langle q_j^2\rangle=k_BT/\omega_j^2$, which replaces $\coth(\omega_j/2k_BT)$ by $2k_BT/\omega_j$. Since $\coth x>1/x$ for $x>0$, it dephases too weakly. The two agree for $k_BT\gg\omega_j$, while at zero temperature classical sampling gives no dephasing at all.

\subsection*{How the phase error grows}

At short times $\tau_j\approx\omega_j^2t^3/6$, so the spurious phase starts as $(P_1-P_0)\sum_j\lambda_j\omega_j^2t^3/6$, whereas $\Gamma$ starts as $t^2$. The nuclei first have to respond to the wrong force before the electronic phase can notice it. At long times $\tau_j\to t$ apart from a bounded oscillation, and the error grows linearly. Because the coherence carries $e^{-i(E_1-E_0)t}F$, a phase growing at a mean rate $r$ lowers the mean frequency by $r$. The Ehrenfest frequency is therefore off by
\begin{equation}
\delta\Omega=-(P_1-P_0)\lambda,\qquad \lambda=\sum_j\lambda_j,
\label{eq:shift}
\end{equation}
relative to the exact one. Temperature does not enter.

A useful case is $g_{0j}=0$, where the bath is in equilibrium with the lower state and a short pulse creates the superposition. The exact phase is then $\sum_j\lambda_j\tau_j$, and the Ehrenfest phase is $2P_1\sum_j\lambda_j\tau_j$. With the vertical gap $E_1-E_0$, the mean frequencies are
\begin{equation}
\Omega_{\rm exact}=E_1-E_0-\lambda,\qquad \Omega_{\rm Ehr}=E_1-E_0-2P_1\lambda .
\label{eq:freq}
\end{equation}
Mean frequency here means the long-time average rate of the phase. It is not the intensity-weighted centre of the spectrum, which is set by the initial slope of the phase; since $\tau_j$ starts as $t^3$, that centre lies at $E_1-E_0$ in both calculations. The exact value is the gap between the two potential minima. The Ehrenfest value depends on how strongly the system was excited.

For weak excitation, $P_1\to0$, the error shows up in the absorption spectrum. Take one mode at zero temperature, where the hyperbolic cotangent is 1. The exact factor is
\begin{align}
F_{\rm exact}&=\exp\big[-S(1-\cos\omega t)+iS(\omega t-\sin\omega t)\big]\nonumber\\
&=e^{i\lambda t}e^{-S}\exp\big(Se^{-i\omega t}\big)
=e^{i\lambda t}e^{-S}\sum_{n=0}^\infty\frac{S^n}{n!}e^{-in\omega t}.
\end{align}
Its lines lie at $E_1-E_0-\lambda+n\omega$ with $n\ge0$, the usual vibrational progression. The Ehrenfest factor has lost its phase:
\begin{equation}
F_{\rm Ehr}=e^{-S}e^{S\cos\omega t}=e^{-S}\sum_{m,n=0}^\infty\frac{(S/2)^{m+n}}{m!\,n!}e^{-i(n-m)\omega t}.
\end{equation}
Now the lines lie at $E_1-E_0+(n-m)\omega$, symmetrically about the vertical gap. Some fall below $E_1-E_0-\lambda$, where a cold molecule has no transition. Yet both functions have the same magnitude at every time, so a test of $|F|$ cannot reveal this.

\subsection*{A case with numbers}

Take two modes with $\omega=0.004$ and $0.008\,E_h$, $S=0.3$ and $0.1$, $k_BT=0.001\,E_h$ (about 316 K), a vertical gap of $0.150\,E_h$ and an uncoupled lower state. These are round model values. The reorganization energy is
\begin{equation}
\lambda=0.3\times0.004+0.1\times0.008=0.0020\,E_h\quad(54.4\ \mathrm{meV}).
\end{equation}

After half a period of the slow mode, $t=785.4$ a.u., we have $\omega_1t=\pi$ and $\omega_2t=2\pi$. The fast mode has returned and drops out of the decay. With $\coth(\omega_1/2k_BT)=1.0373$,
\begin{equation}
\Gamma=0.3\times1.0373\times2=0.622,\qquad |F|=e^{-0.622}=0.537 .
\end{equation}
Both sines vanish, so $\sum_j\lambda_j\tau_j=0.3\pi+0.1\times2\pi=1.571$ rad. This is the exact phase. For $P_1=0.2$ Ehrenfest gives $2\times0.2\times1.571=0.628$ rad, an error of $-0.94$ rad. For $P_1=0.8$ the error has the same size and the opposite sign.

After the full period, $t=1570.8$ a.u. or 38.0 fs, both modes have returned. The magnitude is back at 1, and what remains for $P_1=0.2$ is a phase error of $-1.885$ rad. The mean frequencies over this period follow from Eq.~(\ref{eq:freq}):
\begin{align}
\Omega_{\rm exact}&=0.150-0.002=0.1480\,E_h,\nonumber\\
\Omega_{\rm Ehr}&=0.150-0.4\times0.002=0.1492\,E_h .
\end{align}
Ehrenfest is too high by $0.0012\,E_h$, or 32.7 meV. That is small against the gap, but it is 60\% of the reorganization energy, as $|P_1-P_0|=0.6$ requires.

Your sampling error can be estimated in the same way. Each trajectory contributes a unit phase factor, so the standard error of the complex mean of $N$ trajectories is $\sqrt{(1-|F|^2)/N}$. At half a period and $N=4000$ this is 0.013. The magnitude feels only the component along the mean, whose variance for Gaussian phases is $\frac12(1+|F|^4)-|F|^2=\frac12(1-|F|^2)^2$, so its standard error is $(1-|F|^2)/\sqrt{2N}=0.008$. A random Wigner sample gave $|F|=0.534$, consistent with 0.537. Classical sampling gives $e^{-0.3\times0.5\times2}=0.741$ there, far outside that error.

In the numerical output below, the exact values come from diagonalizing the Hamiltonians of the two modes, and the Ehrenfest values from integrating the coupled equations of motion. With quadrature over the initial conditions, the magnitudes differ by less than $3\times10^{-8}$ at the recorded times. Equation~(\ref{eq:ratio}) was also tested with both states coupled and $P_1=0.3$.

\subsection*{Can it be repaired, and when does the argument fail?}

In this model you can divide out the factor (\ref{eq:ratio}), or compute the coherence from paths driven by the equally weighted force. Those paths are not right for everything, though. The bath block belonging to population $k$ obeys Eq.~(\ref{eq:W}) with both couplings replaced by $g_{kj}$, so its nuclei feel the full force of state $k$. Since the path is linear in the force, the population-weighted Ehrenfest force gives the correct mean position $\sum_kP_k\langle q_j\rangle_k$. For unequal populations, one set of paths cannot serve both the mean position and the phase of the coherence.

The equality of the magnitudes rests on these conditions.

\begin{itemize}
\item \emph{The same electronic state in every trajectory.} If the populations vary from one trajectory to the next, so does the spurious phase. It can then no longer be taken out of the average, and it changes the magnitude too.
\item \emph{Equal mode frequencies in both states.} If they differ, the squares in Eq.~(\ref{eq:X}) no longer cancel, and Eq.~(\ref{eq:W}) changes in three ways. With $\omega_{(k)}$ the frequency in state $k$, the force contains the mean $\frac12(\omega_{(0)}^2+\omega_{(1)}^2)$ in place of $\omega^2$, and the right-hand side gains the two terms $-\frac i2(\omega_{(1)}^2-\omega_{(0)}^2)q^2W$ and $\frac i8(\omega_{(1)}^2-\omega_{(0)}^2)\partial_p^2W$. The first only adds to the phase along a path, but the second is of a different kind. A second derivative with an imaginary coefficient is not motion along classical paths.
\item \emph{Harmonic modes.} In an anharmonic potential, even one shared by both states, the displacement caused by the force depends on the initial point. Its effect is then no longer a common phase factor. In addition, a shared potential $V(q)$ adds the term $-\frac1{24}V'''\partial_p^3W$ and higher derivatives to Eq.~(\ref{eq:W}), so the exact coherence is no longer an average over classical paths. The magnitudes therefore generally differ, even for $P_0=P_1$, where the two forces in Eq.~(\ref{eq:forces}) agree.
\item \emph{No coupling between the electronic states.} With such a coupling the populations change, the Ehrenfest force depends on the history of each trajectory, and the step from Eq.~(\ref{eq:integral}) to Eq.~(\ref{eq:ratio}) is lost.
\end{itemize}

For your code, the pure-dephasing model therefore offers two separate checks. The magnitude tests the Wigner sampling and the electronic phase integral. The phase at unequal populations tests the mean-field force, and a correct Ehrenfest code must reproduce the error in Eq.~(\ref{eq:ratio}).

\section*{Calculated quantities}
\begin{verbatim}
mode frequencies: 0.004, 0.008 E_h
Huang-Rhys factors: 0.3, 0.1
couplings of upper state: 1.9596e-04, 3.2000e-04 a.u.
k_B T = 0.001 E_h  (T = 315.8 K)
vertical gap = 0.150 E_h
coth(w/2kT): 1.0373, 1.0007
classical 2kT/w: 0.5000, 0.2500
reorganization energy lambda = 0.0020 E_h = 54.42 meV
period of slow mode = 1570.80 a.u. = 38.00 fs
trajectories: quadrature 6561, random 4000
time step = 3.927 a.u.
t = 392.70 a.u. (0.25 period), Gamma = 0.5113
  |F| exact 0.59970; Ehrenfest P1=0.2 0.59970, 0.5 0.59970, 0.8 0.59970
  phase of F (rad) exact 0.4854; Ehrenfest P1=0.2 0.1942, 0.5 0.4854, 0.8 0.7766
  spurious phase (rad) P1=0.2 -0.2912, P1=0.8 0.2912
t = 785.40 a.u. (0.50 period), Gamma = 0.6224
  |F| exact 0.53666; Ehrenfest P1=0.2 0.53666, 0.5 0.53666, 0.8 0.53666
  phase of F (rad) exact 1.5708; Ehrenfest P1=0.2 0.6283, 0.5 1.5708, 0.8 2.5133
  spurious phase (rad) P1=0.2 -0.9425, P1=0.8 0.9425
t = 1178.10 a.u. (0.75 period), Gamma = 0.5113
  |F| exact 0.59970; Ehrenfest P1=0.2 0.59970, 0.5 0.59970, 0.8 0.59970
  phase of F (rad) exact 2.6562; Ehrenfest P1=0.2 1.0625, 0.5 2.6562, 0.8 4.2499
  spurious phase (rad) P1=0.2 -1.5937, P1=0.8 1.5937
t = 1570.80 a.u. (1.00 period), Gamma = 0.0000
  |F| exact 1.00000; Ehrenfest P1=0.2 1.00000, 0.5 1.00000, 0.8 1.00000
  phase of F (rad) exact 3.1416; Ehrenfest P1=0.2 1.2566, 0.5 3.1416, 0.8 5.0265
  spurious phase (rad) P1=0.2 -1.8850, P1=0.8 1.8850
half period, P1=0.2: |F| random Wigner 0.5344, standard error 0.0133
half period, P1=0.2: |F| classical sampling 0.74082
half period, P1=0.2: |F| single trajectory 1.00000
mean frequency, exact: 0.14800 E_h
mean frequency, Ehrenfest P1=0.2: 0.14920 E_h, error 0.00120 E_h = 32.65 meV
mean frequency, Ehrenfest P1=0.5: 0.14800 E_h, error 0.00000 E_h = 0.00 meV
mean frequency, Ehrenfest P1=0.8: 0.14680 E_h, error -0.00120 E_h = -32.65 meV
largest magnitude difference, quadrature vs exact: 2.2e-08
\end{verbatim}
